\section*{Direct perturbation theory at order c^-4 and hydrogen's logarithmic large component, part 2}

An electron moves in the field of a fixed point charge $Z$, with $V=-Z/r$. We seek its ground-state Dirac energy to order $c^{-4}$ and the first-order spinor. Hartree atomic units are used, and energies $E=E_0+c^{-2}E_2+c^{-4}E_4+\dots$ are counted from $c^2$. With $\mathbf p=-i\nabla$, Pauli matrices $\boldsymbol\sigma$ and spinor components $\varphi$ and $\chi/c$, the Dirac equation is
\begin{align}
V\varphi+\boldsymbol\sigma\cdot\mathbf p\,\chi&=E\varphi,\label{up}\\
\boldsymbol\sigma\cdot\mathbf p\,\varphi-2\chi+c^{-2}(V-E)\chi&=0.\label{low}
\end{align}
Expanding $\Psi=(\varphi,\chi)$ in the same way gives
\begin{equation}
L_0\Psi_0=0,\qquad L_0\Psi_2+L_2\Psi_0=0,\label{orders}
\end{equation}
\begin{equation}
L_0=\begin{pmatrix}V-E_0&\boldsymbol\sigma\cdot\mathbf p\\ \boldsymbol\sigma\cdot\mathbf p&-2\end{pmatrix},\quad
L_2=\begin{pmatrix}-E_2&0\\0&V-E_0\end{pmatrix}.
\end{equation}
The second of these reads
\begin{align}
(V-E_0)\varphi_2+\boldsymbol\sigma\cdot\mathbf p\,\chi_2&=E_2\varphi_0,\label{first-up}\\
\boldsymbol\sigma\cdot\mathbf p\,\varphi_2-2\chi_2+(V-E_0)\chi_0&=0.\label{first-low}
\end{align}
Here $\langle\varphi_0|\varphi_0\rangle=1$, $\chi_0=\frac12\boldsymbol\sigma\cdot\mathbf p\,\varphi_0$ and $E_0=-Z^2/2$. $E_4$ is the stationary value, at $(\varphi_2,\chi_2)$, of
\begin{equation}
\begin{split}
F[\varphi,\chi]={}&\langle\varphi|V-E_0|\varphi\rangle
+2\,\mathrm{Re}\langle\chi|\boldsymbol\sigma\cdot\mathbf p\,\varphi\rangle
-2\langle\chi|\chi\rangle\\
&+2\,\mathrm{Re}\langle\chi|(V-E_0)\chi_0\rangle
-2E_2\,\mathrm{Re}\langle\varphi|\varphi_0\rangle\\
&-E_2\langle\chi_0|\chi_0\rangle .
\end{split}\label{F}
\end{equation}
The trial $\varphi$ lies in $H^1$ (it and its gradient are square integrable), and $\chi$ is square integrable. With $H_0=\frac12p^2+V$, $\delta\varphi=\varphi-\varphi_2$ and $\delta\chi=\chi-\chi_2$,
\begin{equation}
F-E_4=\langle\delta\varphi|H_0-E_0|\delta\varphi\rangle
-2\|\delta\chi-\tfrac12\boldsymbol\sigma\cdot\mathbf p\,\delta\varphi\|^2 .\label{identity}
\end{equation}
For given $\varphi$, $F$ is largest at
\begin{equation}
\chi=\tfrac12\bigl[\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-E_0)\chi_0\bigr],\label{chiopt}
\end{equation}
and then $F\ge E_4$ for the ground state. Adding $(C\varphi_0,C\chi_0)$, with constant $C$, leaves $F$ unchanged. With $\varphi=0$ and the best $\chi$,
\begin{equation}
F=\frac12\,\frac{Z^2}4\,\frac{5Z^4}4+\frac{Z^4}8\,\frac{Z^2}4
=\frac{5Z^6}{32}+\frac{Z^6}{32}=\frac{3Z^6}{16}.\label{F0}
\end{equation}
For spin up, $\alpha=(1,0)$, and $\hat{\mathbf r}=\mathbf r/r$, the radial functions $u,w$ are defined by
\begin{equation}
\varphi=\frac{u(r)}{\sqrt{4\pi}}\,\alpha,\qquad
\chi=\frac{i\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,w(r)}{\sqrt{4\pi}}\,\alpha .\label{radial}
\end{equation}
Then $\boldsymbol\sigma\cdot\mathbf p\,\varphi$ and $\boldsymbol\sigma\cdot\mathbf p\,\chi$ have radial functions $-u'$ and $w'+2w/r$, and scalar products become $\int_0^\infty r^2(\dots)\,dr$. With $q=V-E_0$ and $\langle f\rangle=\int_0^\infty r^2u_0^2f\,dr$, $\langle q\rangle=-Z^2/2$.

\section{The logarithm in hydrogen}

The second half uses the following from the first. The large component is $\varphi$, the lower component is $\chi/c$, and subscripts 0, 2, 4 mark the coefficients of $c^0$, $c^{-2}$, $c^{-4}$. Their radial functions are $u$ and $w$, defined in (\ref{radial}). For the ground state $u_0=2Z^{3/2}e^{-Zr}$, $w_0=Zu_0/2$, $q=V-E_0=-Z/r+Z^2/2$ and $E_2=-Z^4/8$; $\langle f\rangle$ is the mean value with weight $r^2u_0^2$. The energy coefficient $E_4$ is the stationary value of $F$, and the error of a trial pair is given by (\ref{identity}).

The first-order equations (\ref{first-up}) and (\ref{first-low}) have the radial form
\begin{align}
qu_2+w_2'+\frac{2w_2}r&=E_2u_0,\label{rup}\\
-u_2'-2w_2+qw_0&=0.\label{rlow}
\end{align}
Solve the second for $w_2=\frac12(-u_2'+qw_0)$ and insert it in the first:
\begin{equation}
-\frac12\Bigl(u_2''+\frac2ru_2'\Bigr)+qu_2
=E_2u_0-\frac12\Bigl(\frac d{dr}+\frac2r\Bigr)(qw_0).\label{u2eq}
\end{equation}
On the right, $qw_0=\frac12Zqu_0$. With $u_0'=-Zu_0$ and $q'=Z/r^2$,
\begin{equation}
\begin{split}
\Bigl(\frac d{dr}+\frac2r\Bigr)(qu_0)&=\Bigl(q'-Zq+\frac{2q}r\Bigr)u_0\\
&=\Bigl(-\frac Z{r^2}+\frac{2Z^2}r-\frac{Z^3}2\Bigr)u_0 .
\end{split}
\end{equation}
Here $-2Z/r^2$ from $2q/r$ outweighs $+Z/r^2$ from $q'$. Multiplication by $-Z/4$ turns the constant into $+Z^4/8$, which cancels $E_2$. The right side of (\ref{u2eq}) is
\begin{equation}
\Bigl(\frac{Z^2}{4r^2}-\frac{Z^3}{2r}\Bigr)u_0 .
\end{equation}

Now write $u_2=g(r)u_0$. The derivatives are $u_2'=(g'-Zg)u_0$ and $u_2''=(g''-2Zg'+Z^2g)u_0$. On the left of (\ref{u2eq}) the terms with undifferentiated $g$ are $-\frac12Z^2g+Zg/r+qg=0$, as they must be, because $u_0$ solves the homogeneous equation. What remains is
\begin{equation}
-\frac12g''-\frac{g'}r+Zg'=\frac{Z^2}{4r^2}-\frac{Z^3}{2r}.\label{geq}
\end{equation}
Multiply by $-2r^2e^{-2Zr}$. Both sides become derivatives:
\begin{equation}
\begin{split}
\frac d{dr}\bigl(r^2e^{-2Zr}g'\bigr)&=\Bigl(-\frac{Z^2}2+Z^3r\Bigr)e^{-2Zr}\\
&=\frac d{dr}\Bigl(-\frac{Z^2}2\,re^{-2Zr}\Bigr).
\end{split}
\end{equation}
One integration, with a constant $K$, gives the complete family
\begin{equation}
g'=-\frac{Z^2}{2r}+K\,\frac{e^{2Zr}}{r^2}.\label{family}
\end{equation}

It would be too quick to conclude that each member contains a logarithm. Near the nucleus the second term is $K(r^{-2}+2Zr^{-1}+\dots)$, so the coefficient of $1/r$ in $g'$, which becomes the coefficient of $\ln r$ in $g$, is $-\frac12Z^2+2ZK$. The choice $K=Z/4$ removes the logarithm. The price is a term $-K/r$ in $g$. The kinetic energy of $u_2$ then contains
\begin{equation}
\frac12\int_\delta r^2u_0^2g'^2\,dr\simeq\frac{2Z^3K^2}\delta\qquad(\delta\to0),
\end{equation}
which diverges. For $Z=1$ and $K=0.25$ the estimate is $0.125/\delta$, that is $125$ and $1250$ atomic units at $\delta=10^{-3}$ and $10^{-4}$ bohr. The integral computed from $\delta$ to 1 bohr is $123.7$ and $1248.2$. Such a function lies outside $H^1$. It also fails at large $r$, where $u_2$ grows like $e^{Zr}/r^2$. Both objections hold for each $K\ne0$.

Finite kinetic energy thus requires $K=0$, and
\begin{equation}
\varphi_2=\Bigl(-\frac{Z^2}2\ln r+C\Bigr)\varphi_0 .\label{phi2}
\end{equation}
This is the precise sense in which the logarithm is needed: no solution of the first-order equations with finite kinetic energy is without it. The function itself is admissible. Its gradient grows as $1/r$, and $\int r^2\,r^{-2}\,dr$ converges at the origin.

The small component shows where the logarithm comes from. In (\ref{rlow}) the source is $qw_0=(-\frac{Z^2}{2r}+\frac{Z^3}4)u_0$, and the solution (\ref{phi2}) has $-u_2'=(\frac{Z^2}{2r}+Zg)u_0$. The $1/r$ terms cancel in the sum, which leaves
\begin{equation}
w_2=\tfrac12\bigl(Zg+\tfrac14Z^3\bigr)u_0 .\label{w2}
\end{equation}
If $g$ were smooth, nothing would cancel the singular source. Then $w_2$ would contain $-Z^2u_0/(4r)$, and $w_2'+2w_2/r$ would contain $-Z^2u_0/(4r^2)$. In (\ref{rup}) the other terms are at most of order $1/r$ and could not balance it. In the ground state the logarithm is thus the response of the large component to the Coulomb potential acting on a small component whose radial function does not vanish at the nucleus. A non-vanishing $w_0$ is not required for a logarithm: for $2p_{3/2}$ both $u_0\propto re^{-Zr/2}$ and $w_0=Zu_0/4$ vanish at the nucleus, but their ratio does not, and $u_2$ contains $-\frac14Z^2\ln r\;u_0$.

With (\ref{w2}) the upper equation can be checked directly. Divided by $u_0$, its left side is
\begin{equation}
\begin{split}
qg&+\tfrac12\bigl(Zg'-Z^2g-\tfrac14Z^4\bigr)+\frac1r\bigl(Zg+\tfrac14Z^3\bigr)\\
&=\frac{Zg'}2+\frac{Z^3}{4r}-\frac{Z^4}8=-\frac{Z^4}8=E_2 ,
\end{split}
\end{equation}
because $g'=-Z^2/(2r)$.

The constant $C$ follows from $\langle\varphi|\varphi\rangle+c^{-2}\langle\chi|\chi\rangle=1$. At order $c^{-2}$, for real $C$, this reads $2\langle\varphi_0|\varphi_2\rangle+\langle\chi_0|\chi_0\rangle=0$. Since $\langle\chi_0|\chi_0\rangle=Z^2/4$,
\begin{equation}
\langle g\rangle=\langle\varphi_0|\varphi_2\rangle=-\frac{Z^2}8,\qquad
C=\frac{Z^2}2\langle\ln r\rangle-\frac{Z^2}8 .
\end{equation}
With $x=2Zr$ the mean logarithm is $\frac12\int_0^\infty x^2e^{-x}\ln x\,dx-\ln2Z$. The integral is $\Gamma'(3)=2(\frac32-\gamma_E)$, where $\gamma_E$ is Euler's constant, so
\begin{equation}
\langle\ln r\rangle=\tfrac32-\gamma_E-\ln2Z .
\end{equation}
For $Z=1$ this is $0.22964$, with $r$ in bohr, and $C=0.11482-0.12500=-0.01018$. The alternative condition $\langle\varphi_0|\varphi_2\rangle=0$ would give $C=0.11482$; the energy is the same.

To obtain $E_4$, use $\langle\Psi_2|L_0|\Psi_2\rangle=-\langle\Psi_2|L_2|\Psi_0\rangle$, which follows from (\ref{orders}). One of the two linear terms in $F$ is then cancelled, and
\begin{equation}
E_4=\langle\chi_0|V-E_0|\chi_2\rangle-E_2\langle\varphi_0|\varphi_2\rangle-E_2\langle\chi_0|\chi_0\rangle .\label{proj}
\end{equation}
By (\ref{w2}) the first term is $\frac14Z^2\langle qg\rangle+\frac1{16}Z^4\langle q\rangle$. Since $\Gamma'(2)=1-\gamma_E$, we have $\langle r^{-1}\ln r\rangle=Z(\langle\ln r\rangle-\frac12)$. Therefore $\langle q\ln r\rangle=-\frac12Z^2\langle\ln r\rangle+\frac12Z^2$, and
\begin{equation}
\langle qg\rangle=-\frac{Z^2}2\langle q\ln r\rangle-\frac{Z^2}2C
=-\frac{Z^2}2\langle g\rangle-\frac{Z^4}4 .
\end{equation}
The three terms of (\ref{proj}) add to
\begin{equation}
\begin{split}
E_4&=\Bigl(-\frac{Z^4}8\langle g\rangle-\frac{Z^6}{16}-\frac{Z^6}{32}\Bigr)
+\frac{Z^4}8\langle g\rangle+\frac{Z^6}{32}\\
&=-\frac{Z^6}{16}.
\end{split}
\end{equation}
The normalization drops out, as it must. For hydrogen the contribution to the energy is $-0.0625/(137.036)^4=-1.7723\times10^{-10}$ hartree, or $-1.1661$ MHz. It is one term of the Dirac energy in a fixed Coulomb field, not a prediction for the measured level.

The closed ground-state solution of the Dirac equation gives an independent check. Let $\gamma=\sqrt{1-Z^2/c^2}$ and try
\begin{equation}
u\propto r^{\gamma-1}e^{-Zr},\quad w=\rho u,\quad
\rho=\frac{c^2(1-\gamma)}Z,\quad E=c^2(\gamma-1).
\end{equation}
In (\ref{low}) the terms in $1/r$ give $(1-\gamma)-Z\rho/c^2=0$, and the constants give $Z-\rho(1+\gamma)=0$, which holds because $c^2(1-\gamma^2)=Z^2$. In (\ref{up}) the corresponding conditions are $-Z+\rho(1+\gamma)=0$ and $-E-Z\rho=0$, also satisfied. Expanding the square root,
\begin{equation}
E=-\frac{Z^2}2-\frac{Z^4}{8c^2}-\frac{Z^6}{16c^4}-\dots,
\end{equation}
which confirms $E_2$ and $E_4$. The radial factor is
\begin{equation}
r^{\gamma-1}=e^{(\gamma-1)\ln r}=1-\frac{Z^2}{2c^2}\ln r+O(c^{-4}),
\end{equation}
so the logarithm is the first term in the expansion of a weak power singularity. For $Z=1$ the normalized Dirac function at $c=10^4$ yields $\varphi_2/\varphi_0=3.44370$, $1.14111$ and $-0.81490$ at $r=0.001$, $0.1$ and $5$ bohr, in agreement with (\ref{phi2}) to these digits. The ratio falls steadily with $r$: relativity moves amplitude towards the nucleus.

The expansion holds at fixed $r$ but is not uniform as $r\to0$, since it needs $Z^2|\ln 2Zr|/(2c^2)\ll1$, the factor $2Z$ coming from the constant $C$. At $r=10^{-5}$ bohr and $Z=1$ the logarithmic term is $3.0654\times10^{-4}$, against $3.0659\times10^{-4}$ for $r^{\gamma-1}-1$. The condition fails outright near $10^{-16311}$ bohr, a length without physical meaning. For $Z=1$ a nucleus of finite size intervenes long before. For heavy ions it does not: at $Z=80$ and the nuclear radius, about $1.3\times10^{-4}$ bohr, the normalized Dirac large component is $2.30\,u_0$, while the first order gives $1.77\,u_0$. If $V$ is finite and smooth at the origin, $w_0=-\frac12u_0'$ vanishes there in proportion to $r$, the source in (\ref{u2eq}) stays finite, and no logarithm arises at $r=0$. Outside a nucleus much smaller than $1/Z$ bohr, $g'$ returns to $-Z^2/(2r)$, so the logarithm is cut off at the nuclear radius, not removed.

The logarithm also governs how fast a basis converges. Let the trial function be $\varphi=g_t\varphi_0$, with $\chi$ chosen by (\ref{chiopt}), and let $d=g_t-g$. By (\ref{identity}) and the left side of (\ref{geq}),
\begin{equation}
\begin{split}
F-E_4&=\int_0^\infty r^2u_0^2\,d\,\Bigl(-\frac{d''}2-\frac{d'}r+Zd'\Bigr)dr\\
&=-\frac12\int_0^\infty d\,\bigl(r^2u_0^2d'\bigr)'dr
=\frac12\int_0^\infty r^2u_0^2\,d'^2\,dr .
\end{split}\label{gap}
\end{equation}
The boundary term vanishes, because $r^2dd'$ goes to zero like $r\ln r$ at the nucleus.

Let $g_t$ be a polynomial of degree $N$. Its derivative is an arbitrary polynomial of degree $N-1$, which has to imitate $-Z^2/(2r)$. With $x=2Zr$ and $g_t'=-Z^3p(x)$,
\begin{equation}
F_N-E_4=\frac{Z^6}4\min_p\int_0^\infty x^2e^{-x}\Bigl(\frac1x-p(x)\Bigr)^2dx .
\end{equation}
The polynomials orthogonal with this weight are the Laguerre polynomials $L_k^{(2)}$, with generating function
\begin{equation}
G_t(x)=\sum_{k=0}^\infty t^kL_k^{(2)}(x)=\frac{e^{-xt/(1-t)}}{(1-t)^3}.
\end{equation}
Direct integration gives
\begin{align}
\int_0^\infty x^2e^{-x}G_sG_t\,dx&=\frac2{(1-st)^3}=\sum_{k=0}^\infty(k+1)(k+2)(st)^k,\\
\int_0^\infty x\,e^{-x}G_t\,dx&=\frac1{1-t}=\sum_{k=0}^\infty t^k .
\end{align}
The first line shows the orthogonality and the squared norms $(k+1)(k+2)$; the second shows that $1/x$ has overlap 1 with each $L_k^{(2)}$. The squared norm of $1/x$ is $\int_0^\infty e^{-x}dx=1$. The part left over by the best polynomial is
\begin{equation}
1-\sum_{k=0}^{N-1}\frac1{(k+1)(k+2)}
=1-\sum_{k=0}^{N-1}\Bigl(\frac1{k+1}-\frac1{k+2}\Bigr)=\frac1{N+1},
\end{equation}
and hence
\begin{equation}
F_N=E_4+\frac{Z^6}{4(N+1)} .
\end{equation}

For $N=0$ this returns the value $3Z^6/16$ of (\ref{F0}). For $Z=1$ and $N=8$ it gives $-0.0625+0.0278=-0.0347$; at $N=24$ the error is still $0.0100$, or 16 per cent of $|E_4|$. With $\chi$ chosen by (\ref{chiopt}), an error of 1 per cent requires $N=399$. The law was tested by solving the linear equations for the saddle point of $F$ itself, in a basis of powers times $e^{-Zr}$. There the small component included $r^{-1}e^{-Zr}$, which (\ref{chiopt}) demands when $\varphi$ has no logarithm. If it is left out, and the small component has only the powers $r^0$ to $r^N$ times $e^{-Zr}$, the part of $-Z^2u_0/(4r)$ that these functions cannot represent is missing from $\chi$. By (\ref{identity}) and the sum above, with one more polynomial, this lowers $F$ by $Z^6/[4(N+2)]$ for each $\varphi$ in the basis. The error becomes $Z^6/[4(N+1)(N+2)]$, and 1 per cent needs only $N=19$. This gain is a cancellation of two errors: $\varphi$ is no better than before, and (\ref{identity}) no longer guarantees an upper bound. The polynomials do converge to $E_4$, so the logarithm is not needed for convergence in the limit. It is needed for $\varphi_2$ itself, which no finite member of this basis reproduces.

A single logarithmic function, $g_t=a\ln r$, removes the difficulty. Then $d'=(a+\frac12Z^2)/r$, and (\ref{gap}) with $\langle r^{-2}\rangle=2Z^2$ gives
\begin{equation}
F(a)=E_4+Z^2\Bigl(a+\frac{Z^2}2\Bigr)^2 .
\end{equation}
Minimization of the numerically integrated functional for $Z=1$ finds $a=-0.5000$ and $F=-0.0625$.

The need for a correct small component can be seen in the same example. Keep $u_2$ from (\ref{phi2}) but add $0.4\,e^{-0.8r}$ to $w_2$. By (\ref{identity}) the functional changes by $-2(0.16)\int_0^\infty r^2e^{-1.6r}dr=-0.15625$, and $F$ falls to $-0.21875$, well below $E_4$. A low value of $F$ is therefore no sign of a good trial function unless the maximum over $\chi$ has been reached. The computed values are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Hydrogen, Z = 1; energy coefficients in atomic units
speed of light c = 137.035999 a.u.
E0 = -0.5000 hartree
E2 (coefficient of c^-2) = -0.125000 a.u.
E4 (coefficient of c^-4) = -0.062500 a.u.
E4 by projection = -0.06250000 a.u.
E4 from exact Dirac energy at c = 10^4 = -0.06250000 a.u.
E4/c^4 = -1.772317e-10 hartree
E4/c^4 = -1.166128 MHz
Optimized coefficient of ln r = -0.50000000 a.u.
F with one logarithmic function = -0.06250000 a.u.
F with u2 = 0, optimal w2 = 0.18750000 a.u.
F with exact u2 but wrong w2 = -0.21875000 a.u.
<ln r> (r in bohr) = 0.22963715
C, full Dirac normalization = -0.01018142 a.u.
C, intermediate normalization = 0.11481858 a.u.
<u0|u2>, full normalization = -0.12500000 a.u.
<w0|w0> = 0.25000000 a.u.
r/bohr, u2/u0 derived, u2/u0 from Dirac at c = 10^4 (a.u.)
  0.001  3.4436962  3.4436963
  0.010  2.2924037  2.2924037
  0.100  1.1411111  1.1411111
  1.000  -0.0101814  -0.0101814
  5.000  -0.8149004  -0.8149004
N, F_N without logarithm, F_N - E4 (a.u.)
   0  0.18750000  0.25000000
   1  0.06250000  0.12500000
   2  0.02083333  0.08333333
   4  -0.01250000  0.05000000
   8  -0.03472222  0.02777778
  16  -0.04779412  0.01470588
  24  -0.05250000  0.01000000
Smallest N for error at most 1 percent of |E4| = 399
K that removes the logarithm at Z = 1: 0.2500
Its kinetic integral, cutoff 1e-3 bohr = 123.7358 a.u.
Its kinetic integral, cutoff 1e-4 bohr = 1248.1608 a.u.
At r = 1e-05 bohr: -ln(r)/(2c^2) = 3.065394e-04
At r = 1e-05 bohr: r^(gamma-1) - 1 = 3.065905e-04
log10(r/bohr) where |ln r|/(2c^2) = 1: -16311.1
\end{verbatim}
